# Equilibrium width of a ruck in an inextensible adhering sheet: a numerical check

```python
"""Width of a ruck in an inextensible sheet on a rigid adhesive substrate.

Result under test: width = 2*(pi^2*D*d/Gamma)^(1/3), where
  D     bending rigidity per unit axial length (J)
  d     excess length held in the ruck (m)
  Gamma adhesion energy per area (J/m^2)
  width total distance between the two contact edges (m)
All ruck energies are per unit axial length (J/m).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import ellipk, ellipe


def width_formula(D, d, gamma):
    return 2 * (np.pi**2 * D * d / gamma) ** (1 / 3)


def measured_ruck(width, d, n=1000):
    """Differentiate and integrate the cosine profile numerically.

    Returns height, largest slope, integral of w''^2, area under the ruck.
    """
    dx = width / n
    x = -width / 2 + dx * np.arange(n)
    shape = 0.5 * (1 + np.cos(2 * np.pi * x / width))
    slope = (np.roll(shape, -1) - np.roll(shape, 1)) / (2 * dx)
    curv = (np.roll(shape, -1) - 2 * shape + np.roll(shape, 1)) / dx**2
    height = np.sqrt(d / (0.5 * np.sum(slope**2) * dx))
    return (height, height * np.max(np.abs(slope)),
            height**2 * np.sum(curv**2) * dx, height * np.sum(shape) * dx)


def best_width(energy, guess):
    """Minimise energy(width) between 0.2 and 5 times the guess."""
    found = minimize_scalar(lambda r: energy(r * guess), bounds=(0.2, 5),
                            method="bounded", options={"xatol": 1e-9})
    assert found.success and 0.21 < found.x < 4.9
    return found.x * guess


# Test: numerical minimum against the width law, for unrelated parameters
for D_t, d_t, g_t in [(1.0, 0.01, 1.0), (3.0, 0.02, 0.4), (0.2, 0.001, 5.0)]:
    start = (D_t * d_t / g_t) ** (1 / 3) * 4
    numeric = best_width(
        lambda b: 0.5 * D_t * measured_ruck(b, d_t)[2] + g_t * b, start)
    assert abs(numeric / width_formula(D_t, d_t, g_t) - 1) < 1e-4

# Test: the best clamped shape, found without assuming a cosine.
# The interval is [-1, 1], of width 2, and the basis is (1-t^2)^2 * P_n(t).
t, weight = np.polynomial.legendre.leggauss(60)
clamp = np.polynomial.Polynomial([1, 0, -2, 0, 1])
basis = [clamp * np.polynomial.Legendre.basis(j).convert(
    kind=np.polynomial.Polynomial) for j in range(10)]
first = np.array([b.deriv(1)(t) for b in basis])
second = np.array([b.deriv(2)(t) for b in basis])
ritz = eigh((second * weight) @ second.T, (first * weight) @ first.T,
            eigvals_only=True)[0]
ritz_ratio = ritz / (2 * np.pi / 2) ** 2
assert abs(ritz_ratio - 1) < 1e-6


# Elastic constants of a cubic crystal, rotated about the film normal
def plate_modulus(c11, c12, c44, angle):
    """Plane-strain modulus of a (001) film with a stress-free surface."""
    I = np.eye(3)
    C = (c12 * np.einsum("ij,kl->ijkl", I, I)
         + c44 * (np.einsum("ik,jl->ijkl", I, I)
                  + np.einsum("il,jk->ijkl", I, I)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    c, s = np.cos(angle), np.sin(angle)
    R = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
    C = np.einsum("ai,bj,ck,dl,ijkl->abcd", R, R, R, R, C)
    return C[0, 0, 0, 0] - C[0, 0, 2, 2] ** 2 / C[2, 2, 2, 2]


# Example inputs: silicon membrane on an oxidised wafer, rough values
c11, c12, c44 = 166e9, 64e9, 80e9
h, d, gamma = 100e-9, 100e-9, 0.1
modulus = plate_modulus(c11, c12, c44, 0.0)
modulus110 = plate_modulus(c11, c12, c44, np.pi / 4)
compliance = np.linalg.inv(np.full((3, 3), c12) + (c11 - c12) * np.eye(3))
s11, s12 = compliance[0, 0], compliance[0, 1]
assert abs(modulus * (s11 - s12**2 / s11) - 1) < 1e-10
D = modulus * h**3 / 12
width = width_formula(D, d, gamma)
height, slope, curv2, area = measured_ruck(width, d)
bending = 0.5 * D * curv2
numeric_width = best_width(
    lambda b: 0.5 * D * measured_ruck(b, d)[2] + gamma * b, 8e-6)
assert abs(numeric_width / width - 1) < 1e-4

# Tests: height, slope, energy share and edge curvature
assert abs(height / (2 / np.pi * np.sqrt(width * d)) - 1) < 1e-4
assert abs(slope / (2 * np.sqrt(d / width)) - 1) < 1e-4
assert abs(bending / (gamma * width / 2) - 1) < 1e-4
step = width / 1000
gap = height / 2 * (1 + np.cos(2 * np.pi * (-width / 2 + step) / width))
edge_curvature = 2 * gap / step**2
assert abs(D * edge_curvature**2 / 2 / gamma - 1) < 1e-4


# Finite slopes: inextensible elastica, m = squared elliptic modulus
def elastica_width(D, d, gamma):
    def parts(log_m):
        m = np.exp(log_m)
        K, E = ellipk(m), ellipe(m)
        length = d / (2 * (1 - E / K))
        omega = 4 * K / length
        bend = 2 * D * omega**2 * length * (E / K - 1 + m)
        return bend + gamma * length, length - d, m
    found = minimize_scalar(lambda q: parts(q)[0],
                            bounds=(np.log(1e-5), np.log(0.5)),
                            method="bounded", options={"xatol": 1e-10})
    assert found.success
    return parts(found.x)[1:]


finite_width, m_fit = elastica_width(D, d, gamma)

# Test: elliptic formulas against direct integration of the elastica
K, E = ellipk(m_fit), ellipe(m_fit)
path = solve_ivp(
    lambda u, y: [y[1], -np.sin(y[0]), 1 - np.cos(y[0]), y[1] ** 2 / 2],
    (0, 4 * K), [0, 2 * np.sqrt(m_fit), 0, 0], rtol=1e-10, atol=1e-13)
theta_end, _, lost, bend_scaled = path.y[:, -1]
assert abs(theta_end) < 1e-7
assert abs(lost / (8 * K * (1 - E / K)) - 1) < 1e-6
assert abs(bend_scaled / (8 * K * (E / K - 1 + m_fit)) - 1) < 1e-6

# Test: first finite-slope correction is -7/8 of the excess length
d_small = d / 30
coefficient = (width_formula(D, d_small, gamma)
               - elastica_width(D, d_small, gamma)[0]) / d_small
assert abs(coefficient - 7 / 8) < 0.01


# Compressible detached sheet, bonded part pinned and unstrained
def compressible_energy(b):
    cost = 0.5 * D * measured_ruck(b, d)[2] / d
    strain = cost / (modulus * h)
    return (cost * (d - strain * b) + 0.5 * modulus * h * b * strain**2
            + gamma * b)


pinned_width = best_width(compressible_energy, width)
strain = bending / d / (modulus * h)


# Sealed and empty gap under one atmosphere, within the cosine family
def sealed_energy(b):
    _, _, c2, under = measured_ruck(b, d)
    return 0.5 * D * c2 + gamma * b + constants.atm * under


sealed_width = best_width(sealed_energy, width)
width110 = width_formula(modulus110 * h**3 / 12, d, gamma)
near_strip = width / np.pi * np.arcsin(np.sqrt(1e-9 / height))


def percent(other):
    return 100 * (other / width - 1)


um = 1e6
print(f"elastic constants C11, C12, C44: {c11/1e9:.0f}, {c12/1e9:.0f}, "
      f"{c44/1e9:.0f} GPa")
print(f"film thickness: {h*1e9:.0f} nm")
print(f"excess length: {d*1e9:.0f} nm")
print(f"adhesion energy: {gamma:.2f} J/m^2")
print(f"plate modulus along [100]: {modulus/1e9:.1f} GPa")
print(f"bending rigidity: {D*1e12:.2f} pJ")
print(f"ruck width, formula: {width*um:.3f} um = {width*1e9:.0f} nm")
print(f"ruck width, numerical minimum: {numeric_width*um:.3f} um")
print(f"ruck height: {height*um:.3f} um")
print(f"largest slope: {slope:.3f} (dimensionless)")
print(f"excess length / width: {d/width:.4f} (dimensionless)")
print(f"bending energy: {bending*1e6:.3f} uJ/m")
print(f"adhesion energy Gamma*width: {gamma*width*1e6:.3f} uJ/m")
print(f"constant term Gamma*d: {gamma*d*1e6:.3f} uJ/m")
print(f"edge curvature: {edge_curvature/1e6:.4f} 1/um")
print(f"surface bending strain at edge: {50*h*edge_curvature:.2f} %")
print(f"Ritz / cosine bending ratio: {ritz_ratio:.8f} (dimensionless)")
print(f"finite-slope width: {finite_width*um:.3f} um, "
      f"shift {percent(finite_width):.2f} %")
print(f"finite-slope coefficient at d/30: {coefficient:.4f} (dimensionless)")
print(f"membrane compressive strain: {100*strain:.4f} %")
print(f"shortening of detached sheet: {strain*width*1e9:.2f} nm")
print(f"compressible, pinned width: {pinned_width*um:.3f} um, "
      f"shift {percent(pinned_width):.2f} %")
print(f"plate modulus along [110]: {modulus110/1e9:.1f} GPa")
print(f"width for [110]: {width110*um:.3f} um, "
      f"shift {percent(width110):.2f} %")
print(f"outside pressure on sealed gap: {constants.atm/1e3:.1f} kPa")
print(f"sealed empty-gap width: {sealed_width*um:.3f} um, "
      f"shift {percent(sealed_width):.1f} %")
print(f"strip with gap below 1 nm, each edge: {near_strip*um:.3f} um")
print(f"both strips / width: {200*near_strip/width:.2f} %")
print(f"substrate compliance scale 2h/width: {200*h/width:.2f} %")
for factor in (0.5, 2.0):
    other = width_formula(D, d, factor * gamma)
    print(f"width at adhesion {factor*gamma:.2f} J/m^2: {other*um:.3f} um, "
          f"shift {percent(other):.1f} %")
print("no test failed")
```

Printed output:

```
elastic constants C11, C12, C44: 166, 64, 80 GPa
film thickness: 100 nm
excess length: 100 nm
adhesion energy: 0.10 J/m^2
plate modulus along [100]: 141.3 GPa
bending rigidity: 11.78 pJ
ruck width, formula: 9.761 um = 9761 nm
ruck width, numerical minimum: 9.761 um
ruck height: 0.629 um
largest slope: 0.202 (dimensionless)
excess length / width: 0.0102 (dimensionless)
bending energy: 0.488 uJ/m
adhesion energy Gamma*width: 0.976 uJ/m
constant term Gamma*d: 0.010 uJ/m
edge curvature: 0.1303 1/um
surface bending strain at edge: 0.65 %
Ritz / cosine bending ratio: 1.00000000 (dimensionless)
finite-slope width: 9.673 um, shift -0.90 %
finite-slope coefficient at d/30: 0.8747 (dimensionless)
membrane compressive strain: 0.0345 %
shortening of detached sheet: 3.37 nm
compressible, pinned width: 9.677 um, shift -0.86 %
plate modulus along [110]: 170.3 GPa
width for [110]: 10.387 um, shift 6.42 %
outside pressure on sealed gap: 101.3 kPa
sealed empty-gap width: 8.625 um, shift -11.6 %
strip with gap below 1 nm, each edge: 0.124 um
both strips / width: 2.54 %
substrate compliance scale 2h/width: 2.05 %
width at adhesion 0.05 J/m^2: 12.298 um, shift 26.0 %
width at adhesion 0.20 J/m^2: 7.747 um, shift -20.6 %
no test failed
```
